# An unconstrained second-order energy functional with a valence penalty

**Problem.** Consider a spin-unpolarized insulator in Kohn-Sham theory, in Hartree atomic units, written in one dimension for brevity. The ground-state orbitals are $\psi_{mk}=e^{ikx}u^0_{mk}(x)$ with $H_k u^0_{mk}=\varepsilon_{mk}u^0_{mk}$ and $H_k=\tfrac12(-i\partial_x+k)^2+V_{KS}(x)$, where $V_{KS}$ is real, local and cell-periodic. The indices $m,n$ run over the filled (valence) bands, and $k$ runs over $N_k$ points of a mesh that is symmetric under $k\to-k$. The density is $n^0=w\sum_{mk}|u^0_{mk}|^2$ with $w=s/N_k$ and $s=2$. Every valence energy lies below every conduction energy. The external potential is changed by
$$\delta V=\lambda e^{iqx}v+\lambda^*e^{-iqx}v^*+|\lambda|^2v^{(2)},$$
with $v$ and $v^{(2)}$ cell-periodic, $v^{(2)}$ real, and $2q$ not a reciprocal lattice vector. Let $P=\sum_n|u^0_{n,k+q}\rangle\langle u^0_{n,k+q}|$ and $Q=1-P$; in any term labelled $k$ these projectors belong to $k+q$. Brackets of periodic functions are integrals over one cell. The quantity sought is $E^{(2)}=\tfrac12\,\partial^2E/\partial\lambda^*\partial\lambda$, with $E$ the energy per cell.

## (a) The constrained functional

Expand the energy to second order and write $E^{(2)}$ as the minimum of a functional $F$ of one set of periodic functions $u_{mk}$.

**Solution.** Take the mesh uniform and $q$ commensurate with it, so that $k\pm q$ are again mesh points up to a reciprocal vector and $\delta V$ is periodic in the supercell of $N_k$ cells. For Bloch functions use the supercell integral divided by $N_k$ as inner product, which makes the $\psi_i$, $i=(m,k)$, orthonormal. The energy of an insulator depends on the occupied subspace and not on the basis chosen in it. A subspace near the unperturbed one is spanned by $\psi_i+\phi_i$ with every $\phi_i$ orthogonal to all valence states, because valence admixtures can be removed by a change of basis. The overlap is $S_{ij}=\delta_{ij}+\langle\phi_i|\phi_j\rangle$ and the projector on the subspace is $\gamma=\sum_{ij}|\psi_i+\phi_i\rangle S^{-1}_{ij}\langle\psi_j+\phi_j|$. With $S^{-1}_{ij}=\delta_{ij}-\langle\phi_i|\phi_j\rangle+\dots$, the first two orders in $\phi$ are
$$\gamma_1=\sum_i\big(|\phi_i\rangle\langle\psi_i|+|\psi_i\rangle\langle\phi_i|\big),\qquad \gamma_2=\sum_i|\phi_i\rangle\langle\phi_i|-\sum_{ij}|\psi_i\rangle\langle\phi_i|\phi_j\rangle\langle\psi_j|.$$
The energy is $w\,\mathrm{Tr}[\gamma(T+V_{ext}+\delta V)]+E_{Hxc}[n]$. The term of $E_{Hxc}$ linear in the density change joins $T+V_{ext}$ to form the Kohn-Sham Hamiltonian $H$, and the quadratic term carries the real symmetric kernel $K=\delta^2E_{Hxc}/\delta n\,\delta n$. At first order, $\mathrm{Tr}[\gamma_1H]=0$ because $\langle\phi_i|H|\psi_i\rangle=\varepsilon_i\langle\phi_i|\psi_i\rangle=0$, and the average of $n^0e^{iqx}v$ vanishes because $q$ is not a reciprocal vector. At second order, $\langle\psi_j|H|\psi_i\rangle=\varepsilon_i\delta_{ij}$ gives $\mathrm{Tr}[\gamma_2H]=\sum_i\langle\phi_i|H-\varepsilon_i|\phi_i\rangle$. With $\delta V_1$ the part of $\delta V$ linear in $\lambda,\lambda^*$ and $\delta n=w\sum_i(\psi_i^*\phi_i+\text{c.c.})$,
$$E-E_0=w\sum_i\big[\langle\phi_i|H-\varepsilon_i|\phi_i\rangle+\big(\langle\phi_i|\delta V_1|\psi_i\rangle+\text{c.c.}\big)\big]+\tfrac12\langle\delta n|K|\delta n\rangle+|\lambda|^2\!\int\! n^0v^{(2)}.$$

The operators $H$ and $K$ are lattice-periodic. A component of $\phi_{mk}$ at wavevector $k+q'$ feeds density components at $\pm q'$, so for $q'\ne\pm q$ it has no source and no coupling to the components at $\pm q$. For a stable ground state such components vanish at the minimum, and
$$\phi_{mk}=\lambda e^{i(k+q)x}u^+_{mk}+\lambda^*e^{i(k-q)x}u^-_{mk}.$$
The two pieces differ in wavevector by $2q$, so all terms in $\lambda^2$ and $\lambda^{*2}$ average to zero. The first two terms become $|\lambda|^2$ times $\langle u^+|H_{k+q}-\varepsilon_{mk}|u^+\rangle+\langle u^-|H_{k-q}-\varepsilon_{mk}|u^-\rangle$ and $\langle u^+|v|u^0\rangle+\langle u^-|v^*|u^0\rangle+\text{c.c.}$ The density is $\delta n=\lambda e^{iqx}n+\text{c.c.}$ with $n=w\sum(u^{0*}u^++u^0u^{-*})$. Defining the Hermitian operator $K_q$ by $K(e^{iqx}n)=e^{iqx}K_qn$, the two cross terms in $\tfrac12\langle\delta n|K|\delta n\rangle$ are complex conjugates of each other and real, and together give $|\lambda|^2\langle n|K_q|n\rangle$.

Time reversal enters as $H_{-k}=H_k^*$, which allows $u^0_{m,-k}=u^{0*}_{mk}$ and gives $\varepsilon_{m,-k}=\varepsilon_{mk}$. Put $\tilde u_{mk}=(u^-_{m,-k})^*$, a function in the conduction space at $k+q$. Relabelling $k\to-k$ in the minus terms gives $\langle\tilde u|H_{k+q}-\varepsilon_{mk}|\tilde u\rangle$, the source $\langle\tilde u|v|u^0_{mk}\rangle^*+\text{c.c.}$, and $n=w\sum u^{0*}_{mk}(u^+_{mk}+\tilde u_{mk})$. Write $u^+=u+d$ and $\tilde u=u-d$. The cross terms between $u$ and $d$ cancel between the two copies, $d$ drops out of the source and of $n$, and what remains of it is $2w\sum\langle d|H_{k+q}-\varepsilon_{mk}|d\rangle$. This is positive because of the gap, so $d=0$. Hence $E=E_0+2|\lambda|^2\min F$ and $E^{(2)}=\min F$, where
$$F[u]=w\sum_{mk}\big[\langle u_{mk}|H_{k+q}-\varepsilon_{mk}|u_{mk}\rangle+\big(\langle u_{mk}|v|u^0_{mk}\rangle+\text{c.c.}\big)\big]+\tfrac12\langle n|K_q|n\rangle+E_x,$$
$$n=2w\sum_{mk}u^{0*}_{mk}u_{mk},\qquad E_x=\tfrac12\!\int\! n^0v^{(2)},\qquad Pu_{mk}=0.$$

## (b) Stationarity of the constrained functional

Find the Euler equation of $F$, its stationary value, and the condition for loss of stability.

**Solution.** Vary $u^*$ inside the conduction space, treating $u$ and $u^*$ as independent. In the kernel term $u^*$ appears through $n^*$, so its variation is $\tfrac12\langle\delta n|K_qn\rangle=\tfrac12\,2w\int u^0\,\delta u^*\,K_qn=w\langle\delta u|(K_qn)|u^0\rangle$. The result is the Sternheimer equation
$$Q(H_{k+q}-\varepsilon_{mk})Q\,u_{mk}=-Q\,V u^0_{mk},\qquad V=v+K_qn.$$
In conduction eigenstates $c$ at $k+q$, with $\Phi_{mkc}=u^{0*}_{mk}u^0_{c,k+q}$, the solution inserted in $n$ gives $n=\chi_0V$ with
$$\chi_0=-2w\sum_{mkc}\frac{|\Phi_{mkc}\rangle\langle\Phi_{mkc}|}{\varepsilon_{c,k+q}-\varepsilon_{mk}},$$
so that $(1-\chi_0K_q)n=\chi_0v$. Multiply the Sternheimer equation by $w\langle u_{mk}|$ and sum, using $w\sum\langle u|(K_qn)|u^0\rangle=\tfrac12\langle n|K_q|n\rangle$:
$$w\sum\langle u|H-\varepsilon|u\rangle+w\sum\langle u|v|u^0\rangle+\tfrac12\langle n|K_q|n\rangle=0.$$
These three terms cancel in $F$, leaving $w\sum\langle u^0|v^*|u\rangle+E_x$, that is
$$E^{(2)}=\tfrac12\langle v|n\rangle+E_x.$$

The band term of $F$ is positive definite, but $K_q$ may have attractive parts, so positivity of $h_F$, defined by writing the part of $F$ quadratic in $u$ as $w\,u^\dagger h_Fu$, is a separate assumption. A null vector of $h_F$ solves the Sternheimer equation with $v=0$. Its density is nonzero, since $n=0$ would force $u=0$, and it obeys $n=\chi_0K_qn$. Conversely such an $n$ generates a null vector through the same equation. Stability against density variations at $q$ is therefore lost where $1-\chi_0K_q$ becomes singular.

## (c) Removing the constraint

Construct a functional of arbitrary periodic functions $u_{mk}$ that reduces to $F$ when $Pu=0$, and relate it exactly to $F$.

**Solution.** A function $u=Qu+Pu$ can enter $F$ in three places. In the source and in the density, replace $u$ by $Qu$, so that valence components are neither driven nor seen by the kernel. In the band term, $[H_{k+q},P]=0$ and $PQ=0$ remove the cross terms:
$$\langle u|H-\varepsilon_{mk}|u\rangle=\langle Qu|H-\varepsilon_{mk}|Qu\rangle+\sum_n(\varepsilon_{n,k+q}-\varepsilon_{mk})\,|\langle u^0_{n,k+q}|u\rangle|^2.$$
The last sum has a negative coefficient wherever a valence level at $k+q$ lies below $\varepsilon_{mk}$, and the expression is then unbounded below. Adding $aP$, with $a$ a real energy, raises each of these coefficients by $a$ and vanishes on conduction functions. This gives the unconstrained functional
$$\tilde E_a[u]=w\sum_{mk}\big[\langle u_{mk}|H_{k+q}+aP-\varepsilon_{mk}|u_{mk}\rangle+\big(\langle u_{mk}|Qv|u^0_{mk}\rangle+\text{c.c.}\big)\big]+\tfrac12\langle n|K_q|n\rangle+E_x,$$
with $n=2w\sum u^{0*}_{mk}Qu_{mk}$. Since $\langle u|Qv|u^0\rangle=\langle Qu|v|u^0\rangle$ and $\langle u|P|u\rangle=\sum_n|\langle u^0_{n,k+q}|u\rangle|^2$, for every $u$ and every $a$
$$\tilde E_a[u]=F[Qu]+w\sum_{mnk}\Delta_{nmk}\,|\langle u^0_{n,k+q}|u_{mk}\rangle|^2,\qquad \Delta_{nmk}=\varepsilon_{n,k+q}+a-\varepsilon_{mk}.$$

## (d) The shared minimum

Decide for which $a$ the functionals $\tilde E_a$ and $F$ have the same minimum and minimizer, and what happens otherwise.

**Solution.** Define $W_q=\max_{k,m,n}(\varepsilon_{mk}-\varepsilon_{n,k+q})$, so that the smallest $\Delta_{nmk}$ is $a-W_q$. Because $\varepsilon_{mk}$ is at most the top and $\varepsilon_{n,k+q}$ at least the bottom of the valence bands, $W_q\le W$, the valence width.

Suppose $a>W_q$ and $h_F$ positive definite, with $u^\star$ the unique minimizer of $F$. The split in (c) gives
$$\tilde E_a[u]\ \ge\ F[Qu]+w(a-W_q)\sum_{mk}\|Pu_{mk}\|^2\ \ge\ F[u^\star].$$
The first inequality bounds each $\Delta_{nmk}$ from below, and the second uses $a>W_q$ and the minimal property of $u^\star$. Equality throughout needs $Pu=0$ and $Qu=u^\star$, and $\tilde E_a[u^\star]=F[u^\star]$. The two functionals thus share minimum and minimizer, and neither depends on $a$. The choice $a>W$ suffices for every $q$.

To treat the other cases, stack the $u_{mk}$ into one vector and write $\tilde E_a=w[u^\dagger hu+b^\dagger u+u^\dagger b]+E_x$ with $b_{mk}=Qvu^0_{mk}$. With $Du=\sum u^{0*}Qu$, the kernel term is $\tfrac12(2w)^2u^\dagger D^\dagger K_qDu$, so
$$h=\mathrm{diag}_{mk}(H_{k+q}+aP-\varepsilon_{mk})+2wD^\dagger K_qD.$$
By the split, $h$ has no elements between the $P$ and $Q$ spaces. It equals $h_F$ on the $Q$ space and is diagonal with entries $\Delta_{nmk}$ on the $P$ space. Its lowest eigenvalue is $\min(a-W_q,\mu_F)$, with $\mu_F$ the lowest eigenvalue of $h_F$.

The Euler equation $hu=-b$ reads $(H_{k+q}+aP-\varepsilon_{mk})u_{mk}=-QVu^0_{mk}$. Its $Q$ part is the Sternheimer equation. Its $P$ part is $\Delta_{nmk}\langle u^0_{n,k+q}|u_{mk}\rangle=0$, which forces $Pu=0$ unless some $\Delta_{nmk}$ vanishes. For $a<W_q$ the point $u^\star$ is still stationary with the same value, but adding $t\,u^0_{n,k+q}$ in the slot that attains $W_q$ changes the energy by $w|t|^2(a-W_q)<0$. The point is a saddle and a minimizer runs away from it. At $a=W_q$ the minimum value survives and the minimizer is not unique. If $\mu_F<0$, the negative direction lies in the $Q$ space, where $aP$ does not act, and no $a$ restores a minimum.

For a trial function $u^\star+\delta$, the terms linear in $\delta$ are $w\delta^\dagger(hu^\star+b)+\text{c.c.}=0$, so $\tilde E_a[u^\star+\delta]-E^{(2)}=w\,\delta^\dagger h\,\delta$, quadratic in the error and positive under the two conditions. For two perturbations $v^\alpha,v^\beta$, setting $b=\lambda_\alpha b^\alpha+\lambda_\beta b^\beta$ and $u=\lambda_\alpha u^\alpha+\lambda_\beta u^\beta$ and reading off the coefficient of $\lambda_\alpha^*\lambda_\beta$ gives, apart from an explicit term,
$$w\big[u^{\alpha\dagger}hu^\beta+u^{\alpha\dagger}b^\beta+b^{\alpha\dagger}u^\beta\big].$$
At the solutions the first two terms cancel, leaving $wb^{\alpha\dagger}u^\beta=\tfrac12\langle v^\alpha|n^\beta\rangle$. The error is $w\,\delta^{\alpha\dagger}h\,\delta^\beta$, which has no fixed sign, so the mixed form is stationary without being a minimum.

## (e) The role of the projectors

Find the error in the stationary value when $Q$ is omitted from the source, and when it is omitted from the density.

**Solution.** Without $Q$ in the source, $h$ is unchanged and the source gains the valence part $g_{nmk}=\langle u^0_{n,k+q}|v|u^0_{mk}\rangle$. Each valence amplitude $y$ then contributes $w[\Delta|y|^2+y^*g+g^*y]$, stationary at $y=-g/\Delta$ with value $-w|g|^2/\Delta$. The shift is exactly
$$-w\sum_{mnk}\frac{|\langle u^0_{n,k+q}|v|u^0_{mk}\rangle|^2}{\Delta_{nmk}}.$$

Without $Q$ in the density, $D$ becomes $D'u=\sum u^{0*}u$ and the Hessian $h'$ couples the two spaces. Expanding about $u^\star$, whose density $n$ is unchanged, gives $E^{(2)}+w[\delta^\dagger h'\delta+\delta^\dagger g+g^\dagger\delta]$ with $g=h'u^\star+b$. The $Q$ part of $g$ vanishes by the Sternheimer equation, and the $P$ part is $g_{mk}=P(K_qn)u^0_{mk}$. The $Q$ rows of $h'\delta=-g$ give $\delta_Q=-h_F^{-1}h'_{QP}\delta_P$, and the $P$ rows then give $(h'_{PP}-h'_{PQ}h_F^{-1}h'_{QP})\delta_P=-g$. The matrix in brackets is $a$ times the unit matrix plus terms independent of $a$, so $\delta_P=-g/a+O(a^{-2})$. The stationary shift $wg^\dagger\delta_P$ is
$$-\frac{w}{a}\sum_{mnk}|\langle u^0_{n,k+q}|K_qn|u^0_{mk}\rangle|^2+O(a^{-2}).$$
Both errors fall as $1/a$, as for an ordinary penalty method, which enforces its constraint in the limit $a\to\infty$. With both projectors in place the constraint holds at finite $a$.

## (f) The derivative with respect to the wavevector

Obtain $dE^{(2)}/dq$ from $u^\star$ alone, writing $\partial$ for $\partial/\partial q$ and taking $v^{(2)}$ independent of $q$.

**Solution.** Here $E^{(2)}(q)$ means the stationary value of the functional on the fixed $k$ mesh. Assume that the gap keeps $P$ smooth in $q$, that $h$ is invertible so that $u^\star(q)$ is smooth, and that $K_q$ is differentiable at the $q$ considered. Since $E^{(2)}(q)=\tilde E_a[u^\star(q);q]$ and the gradient $hu^\star+b$ vanishes in every direction of a trial space that does not depend on $q$, the term with $\partial u^\star$ drops out. This is the $2n+1$ argument with $q$ as the parameter. It cannot be applied directly to the expression for $F$: differentiating $Pu^\star=0$ gives $P\,\partial u^\star=-\partial P\,u^\star$, a valence component along which that expression is not stationary.

Differentiate $\tilde E_a$ at fixed $u=u^\star$, with $\partial Q=-\partial P$. The band term gives $w\sum\langle u|\partial H+a\,\partial P|u\rangle$ with $\partial H=-i\partial_x+k+q$. From $P^2=P$ follows $\partial P=P\,\partial P+\partial P\,P$, hence $Q\,\partial P\,Q=0$, and the term in $a$ vanishes because $u=Qu$. The source gives $2w\,\mathrm{Re}\sum[\langle u|\partial v|u^0\rangle-\langle u|\partial P\,v|u^0\rangle]$. The kernel term gives $\tfrac12\langle n|\partial K_q|n\rangle+\mathrm{Re}\langle\partial n|K_qn\rangle$ with $\partial n=-2w\sum u^{0*}\partial P\,u$, and since $\partial P$ is Hermitian the last piece is $-2w\,\mathrm{Re}\sum\langle u|\partial P\,(K_qn)|u^0\rangle$. The two $\partial P$ pieces combine into $V=v+K_qn$:
$$\frac{dE^{(2)}}{dq}=w\sum_{mk}\big[\langle u|\partial H|u\rangle+2\,\mathrm{Re}\langle u|\partial v|u^0\rangle-2\,\mathrm{Re}\langle u|\partial P\,V|u^0\rangle\big]+\tfrac12\langle n|\partial K_q|n\rangle.$$
The derivative of $[H,P]=0$ is $[\partial H,P]+[H,\partial P]=0$. Its element between a conduction state $c$ and a valence state $n$ at $k+q$ is $\langle c|\partial H|n\rangle+(\varepsilon_c-\varepsilon_n)\langle c|\partial P|n\rangle=0$, so $\langle c|\partial P|n\rangle=\langle c|\partial H|n\rangle/(\varepsilon_n-\varepsilon_c)$, a ground-state quantity. An unscreened kernel proportional to $1/q^2$ violates the differentiability assumption at $q=0$.

## (g) A model crystal

Take $L=5$ bohr, $G=2\pi/L=1.256637$ bohr$^{-1}$, two filled bands, $N_k=5$ ($w=0.4$), 21 plane waves and $q=G/5=0.251327$ bohr$^{-1}$. Let $V_{KS}=-1.0\cos Gx+0.6\cos2Gx+0.2\sin2Gx$ in Ha, with $V_{ext}$ chosen to make it self-consistent. The interaction has the Fourier kernel $U/(p^2+\kappa^2)$, with $U=2$ Ha/bohr and $\kappa=1$ bohr$^{-1}$, plus a local energy density $-c\,n^{4/3}$ with $c=0.3$ Ha bohr$^{1/3}$, whose second derivative adds $-\tfrac49c\,(n^0)^{-2/3}$ to $K_q$. The perturbation is $v=\sum_{G'}f(G'+q)e^{iG'(x-x_0)}$ over reciprocal vectors $G'$, with $f(p)=Ap\,e^{-\sigma^2p^2/2}$, $A=0.5$ Ha bohr, $\sigma=1$ bohr, $x_0=0.7$ bohr, and $v^{(2)}=0.3\cos Gx$ Ha. Evaluate the results of (a) to (f).

**Solution.** On the mesh the top of band 2 is $0.38932$ Ha at $k=0$. The gap is $1.22998-0.38932=0.84066$ Ha. The width is $W=0.38932+0.36869=0.7580$ Ha. The threshold pairs the top of band 2 at $k=0$ with band 1 at $k+q=q$, so $W_q=0.38932+0.36097=0.75029$ Ha, slightly below $W$. A root search for the $a$ at which the lowest eigenvalue of $h$ crosses zero returns $0.75029$ Ha.

The density equation of (b) gives $E^{(2)}=0.04448286$ Ha $=1.2104$ eV per cell. With $E_x=0.18843407$ Ha, the response part is $\tfrac12\langle v|n\rangle=0.04448286-0.18843407=-0.14395121$ Ha. Self-consistent total energies in a five-cell supercell test part (a) from the definition. For real $\lambda$, $[E(\lambda)+E(-\lambda)-2E_0]/(4\lambda^2)=E^{(2)}+O(\lambda^2)$, and this equals $0.04447713$ Ha at $\lambda=0.02$ and $0.04448142$ Ha at $\lambda=0.01$. Removing the $\lambda^2$ term gives $(4\times0.04448142-0.04447713)/3=0.0444829$ Ha. The first-order density agrees with the supercell one to $6\times10^{-8}$ bohr$^{-1}$ at every grid point.

Conjugate-gradient minimization of $\tilde E_a$ from random starting vectors that contain valence components reaches $0.04448286$ Ha for $a=0.8003$, $2$ and $20$ Ha, with $\|Pu\|$ of order $10^{-13}$ or less. For a random $u$ at $a=2$ Ha the split of (c) reads $53.758542+0.490658=54.249200$ Ha. Steps of $10^{-2}$ and $10^{-3}$ times that vector away from $u^\star$ raise the energy by $5.4254\times10^{-3}$ and $5.4254\times10^{-5}$ Ha, a ratio of 100.

The lowest eigenvalue of $h_F$ is $\mu_F=0.908955$ Ha, against $0.886339$ Ha for the smallest bare difference $\varepsilon_{c,k+q}-\varepsilon_{mk}$. At $a=2$ Ha, $a-W_q=1.2497$ Ha exceeds $\mu_F$, and the lowest eigenvalue of $h$ is $0.908955$ Ha. At $a=W_q/2=0.375147$ Ha the stationary value is unchanged, the lowest eigenvalue is $-0.375147$ Ha, and a valence step with $t=10$ gives $0.04448+0.4\times100\times(-0.375147)=-14.9614$ Ha. Raising $c$ at fixed $V_{KS}$ leaves the orbitals unchanged and makes $1-\chi_0K_q$ singular at $c=3.260$ Ha bohr$^{1/3}$, where the lowest eigenvalue of $h$ vanishes. At $1.2$ times that value it is $-0.374634$ Ha for both $a=2$ and $a=50$ Ha. This is the instability at $q=G/5$ only. Cell-periodic density variations ($q=0$) become unstable at a somewhat smaller $c$, so at these values of $c$ the reference state is no longer the ground state, and the numbers illustrate only the spectrum of $h$ at this $q$.

Omitting $Q$ from the source at $a=2$ Ha shifts the result by $-0.22716$ Ha, as the formula of (e) gives, and turns $E^{(2)}$ into $0.04448-0.22716=-0.18268$ Ha. Omitting it from the density at the same $a$ shifts the result by $-0.00703$ Ha, which in magnitude is 5% of the response part $\tfrac12\langle v|n\rangle$ (and 16% of $E^{(2)}$, a ratio that depends on the freely chosen $E_x$). At $a=10^4$ Ha that shift is $-2.13142\times10^{-6}$ Ha, and the leading term is $-2.13172\times10^{-6}$ Ha. For the second perturbation $v^\beta=0.2+0.4e^{-iGx}$ Ha the mixed form equals $\tfrac12\langle v|n^\beta\rangle=0.039204-0.069826\,i$ Ha and does not change when $u^\alpha$ alone is displaced.

The four terms of (f), in the order $\partial H$, $\partial v$, $\partial P$, $\partial K_q$, sum to
$$-0.0054245-0.0028183+0.0039743+0.0081816=0.003913\ \text{Ha bohr},$$
and a finite difference of $E^{(2)}(q)$ gives $0.00391315$ Ha bohr, as do differences of $\tilde E_a$ at frozen $u^\star$ for $a=2$ and $20$ Ha. For this particular perturbation ($x_0=0.7$ bohr, $\sigma=1$ bohr) the $\partial H$, $\partial v$ and $\partial K_q$ terms happen to cancel almost completely, which is not a general property of the formula or of the crystal, so that dropping the $\partial P$ term leaves $-0.000061$ Ha bohr, of the wrong sign. The numerical check printed below lists these values or the ones from which they follow by the arithmetic shown.

## Table of computed values

```
L=5.0 bohr Nk=5 npw=21 w=0.4 q=0.251327 1/bohr G=1.256637 1/bohr
U=2.0 Ha/bohr kap=1.0 1/bohr c=0.3 Ha bohr^(1/3) a=2.0 Ha
A=0.5 Ha bohr sigma=1.0 bohr x0=0.7 bohr
k=-0.50265 1/bohr  eps1..3 = -0.34749 0.27946 1.61821 Ha
k=-0.25133 1/bohr  eps1..3 = -0.36097 0.34364 1.34954 Ha
k=+0.00000 1/bohr  eps1..3 = -0.36869 0.38932 1.22998 Ha
k=+0.25133 1/bohr  eps1..3 = -0.36097 0.34364 1.34954 Ha
k=+0.50265 1/bohr  eps1..3 = -0.34749 0.27946 1.61821 Ha
gap=0.840655 Ha  W=0.758016 Ha  Wq=0.750293 Ha
n0 min,max = 0.0892 1.4512 1/bohr; explicit term = 0.18843407 Ha
supercell lam=0.02: [E(+)+E(-)-2E0]/(4 lam^2) = 0.04447713 Ha
supercell lam=0.01: [E(+)+E(-)-2E0]/(4 lam^2) = 0.04448142 Ha
E2 supercell (Richardson) = 0.04448286 Ha; max density mismatch = 6.2e-08 1/bohr
E2 constrained (Dyson) = 0.0444828563 Ha = 1.210440 eV
a=0.8003 Ha: min Ea=0.0444828563 Ha  |Pu|=8.7e-14  CG steps=232
a=2.0000 Ha: min Ea=0.0444828563 Ha  |Pu|=1.4e-13  CG steps=137
a=20.0000 Ha: min Ea=0.0444828563 Ha  |Pu|=3.1e-15  CG steps=131
|u*|^2 summed over m,k = 0.192654
random u: Ea=54.24920041  F[Qu]=53.75854241  penalty=0.49065800 Ha
trial error: 5.4254e-03 Ha, 5.4254e-05 Ha for steps 1e-2, 1e-3; ratio=100.0000
min eps_c,k+q - eps_mk=0.886339 Ha; lowest eigenvalue of F=0.908955 Ha
lowest eigenvalue of h at a=2.0: 0.908955 Ha; threshold a found=0.75029308 Ha
a=0.375147 Ha: stationary Ea=0.0444828563 Ha, lowest eig=-0.375147 Ha
  after a valence step of norm 10: Ea=-14.961379 Ha
critical c=3.259974 Ha bohr^(1/3); at 1.2c lowest eig=-0.374634 (a=2), -0.374634 (a=50) Ha
no Q in source, a=2.0: shift=-0.22715623 Ha, formula=-0.22715623 Ha
no Q in density: shift=-0.00703208 Ha (a=2.0)
  a=10000 Ha: shift=-2.13142e-06 Ha, leading term=-2.13172e-06 Ha
mixed form, second v=0.2+0.4e^(-iGx): 0.03920374-0.06982611i Ha
frozen-u difference of Ea, a=2.0: 0.00391315 Ha bohr
frozen-u difference of Ea, a=20.0: 0.00391315 Ha bohr
dE2/dq terms: dH=-0.00542448 dv=-0.00281826 dP=0.00397431 dK=0.00818159 Ha bohr
dE2/dq formula=0.00391315, finite difference=0.00391315 Ha bohr
without dP term=-0.00006116 Ha bohr; w<u|dP|u>=-1.2e-16 bohr
```
